# Do the exact constraints fix the parameters of SCAN exchange?

## Question

SCAN is described as a functional that satisfies all the exact constraints a semilocal functional can satisfy. I took this to mean that the constraints determine it. Its exchange part nevertheless contains the numbers $c_{1x}=0.667$, $c_{2x}=0.8$, $d_x=1.24$ and $k_1=0.065$, and I cannot find the constraint that produces any of them. If I changed these four numbers, which constraint would break? And if none would, what selects the published values?

## Answer

Moderate changes break no constraint on exchange alone, and changes that nowhere raise the enhancement factor also preserve the Lieb–Oxford bound on exchange plus correlation. Large changes can break a constraint, so the four numbers are restricted to a range but not determined. Within the range they are chosen by fitting to *appropriate norms*: systems whose exchange-correlation energy a semilocal form can be expected to describe well, such as closed-shell atoms and the surface of a uniform electron gas. To see this, follow each parameter through the functional.

### The functional

I use Rydberg atomic units. For a spin-unpolarized density $n$,

$$E_x=\int n\,\epsilon_x^{\rm LDA}F_x(s,\alpha)\,d^3r,\qquad \epsilon_x^{\rm LDA}=-\frac{3k_F}{2\pi},\qquad k_F=(3\pi^2n)^{1/3}.$$

The variables are

$$s=\frac{|\nabla n|}{2k_Fn},\qquad \alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad \tau_W=\frac{|\nabla n|^2}{4n},\qquad \tau_{\rm unif}=\frac35k_F^2n,$$

with $\tau=\sum|\nabla\psi|^2$ over occupied spin orbitals. Polarized densities follow from the exact spin scaling $E_x[n_\uparrow,n_\downarrow]=\frac12(E_x[2n_\uparrow]+E_x[2n_\downarrow])$. The enhancement factor is

$$F_x=\{h_1+f(\alpha)[h_0-h_1]\}\,g(s),\qquad g=1-e^{-a_1/\sqrt s},$$

$$h_1=1+k_1-\frac{k_1}{1+x/k_1}=1+\frac{k_1x}{k_1+x},$$

$$x=\mu s^2\left[1+\frac{b_4s^2}{\mu}e^{-|b_4|s^2/\mu}\right]+\left\{b_1s^2+b_2(1-\alpha)e^{-b_3(1-\alpha)^2}\right\}^2.$$

The switch between the two limits $h_0$ and $h_1$ is

$$f=\begin{cases}e^{-c_{1x}\alpha/(1-\alpha)},&\alpha<1\\[2pt]-d_x\,e^{c_{2x}/(1-\alpha)},&\alpha>1\end{cases}$$

with $f(1)=0$. I keep this form and $h_0=1.174$, $a_1=4.9479$, $b_3=0.5$, $\mu=10/81$ fixed. Further, $b_2^2=5913/405000$, $2b_1b_2=511/13500$, and $b_4$ is tied to $k_1$:

$$b_4=\frac{\mu^2}{k_1}-\frac{1606}{18225}-b_1^2.$$

### The gradient expansion through fourth order does not see the four numbers

Let $\delta=1-\alpha>0$. Then $\alpha/(1-\alpha)=1/\delta-1$, so $f=e^{c_{1x}}e^{-c_{1x}/\delta}$. Each derivative of this is $e^{-c_{1x}/\delta}$ times a polynomial in $1/\delta$, which tends to zero with $\delta$. The same holds on the other side, where $f=-d_xe^{-c_{2x}/|\delta|}$. For positive $c_{1x}$ and $c_{2x}$, $f$ and all its derivatives therefore vanish at $\alpha=1$. Likewise $1-g=e^{-a_1/\sqrt s}$ vanishes faster than any power of $s$. Only $h_1$ contributes to the gradient expansion.

In a slowly varying density, $s^2$ and $1-\alpha$ are both of second order in gradients. Write $s^2=tp$ and $1-\alpha=tw$ with small $t$:

$$x=\mu p\,t+\left[b_4p^2+(b_1p+b_2w)^2\right]t^2+O(t^3).$$

Since $h_1=1+x-x^2/k_1+\dots$, the coefficient of $t^2$ in $h_1$ is

$$b_4p^2+b_1^2p^2+2b_1b_2pw+b_2^2w^2-\frac{\mu^2}{k_1}p^2.$$

Inserting $b_4$ cancels both $b_1^2p^2$ and the term with $k_1$. With $5913/405000=73/5000$,

$$F_x=1+\mu s^2-\frac{1606}{18225}s^4+\frac{511}{13500}s^2(1-\alpha)+\frac{73}{5000}(1-\alpha)^2+\dots$$

None of the four parameters is left. Whatever the fourth-order gradient expansion demands of these coefficients, every choice meets it as well as the published one. This holds in the limit only: the term of order $t^3$ does depend on $k_1$, and $f$ is not negligible at modest $1-\alpha$. At $s^2=0.1$, $1-\alpha=0.2$ the polynomial above gives 1.013, while the published $F_x$ is 1.023.

The linear response of the uniform gas is equally unaffected. A weak density perturbation of size $\eta$ gives $s\sim\eta$ and $1-\alpha\sim\eta$. To order $\eta^2$, which fixes the response, $F_x=1+\mu s^2+b_2^2(1-\alpha)^2$.

### Densities made of one orbital do not see them either

For two electrons in one real orbital, $n=2\psi^2$ and $\nabla n=4\psi\nabla\psi$. Hence $\tau_W=16\psi^2|\nabla\psi|^2/(8\psi^2)=2|\nabla\psi|^2=\tau$, so $\alpha=0$ and $f=1$. Then $h_1$ drops out and $F_x=h_0\,g(s)$. Spin scaling carries this over to one electron. The bound $F_x\le1.174$, which SCAN imposes on two-electron densities, is thus met for any values of the four parameters.

### Where the bounds do restrict them

I now ask for more: $0<F_x\le h_0$ at every $s$ and $\alpha$. The lower limit is a pointwise condition that guarantees $E_x<0$ for every density; the upper limit is established for two-electron densities ($\alpha=0$) and is a conjectured bound at other $\alpha$. Put $v=b_4s^2/\mu$. The function $|v|e^{-|v|}$ has its maximum $1/e$ at $|v|=1$, so the square bracket in $x$ is at least $1-1/e$. Hence $x\ge0$ and $1\le h_1<1+k_1$. Rearranged,

$$\frac{F_x}{g}=(1-f)h_1+fh_0,\qquad f\le1.$$

**Upper bound.** If $k_1\le h_0-1=0.174$, then $h_1\le h_0$. Because $1-f\ge0$, the right-hand side is at most $(1-f)h_0+fh_0=h_0$, and $g\le1$. This condition on $k_1$ is sufficient; I do not claim it is necessary, because $g<1$ leaves some room. A value as large as $k_1=0.5$ does fail: at $\alpha=1$, $F_x$ reaches about 1.35.

**Positivity.** With $h_1\ge1$, the right-hand side is at least $1+f(h_0-1)$. For $d_x>0$, $f>-d_x$, so

$$\frac{F_x}{g}>1-d_x(h_0-1).$$

This is non-negative if $d_x\le1/0.174\approx5.747$. For $d_x=0$, $f\ge0$ and positivity is immediate. The limit on $d_x$ is sharp: at $s=0$ and $\alpha\to\infty$, $x\to0$, $h_1\to1$ and $f\to-d_x$, so $F_x\to1-0.174\,d_x$. For $d_x=6$ this is $-0.044$, and the exchange energy density has the wrong sign there.

**Scaling.** Under $n(\mathbf r)\to\lambda^3n(\lambda\mathbf r)$, $s$ and $\alpha$ keep their values at corresponding points while $k_F$ gains a factor $\lambda$, so $E_x\to\lambda E_x$. Under compression along one axis, $n\to\lambda n(\lambda x,y,z)$, $k_F$ grows as $\lambda^{1/3}$ and $s$ as $\lambda\cdot\lambda/\lambda^{4/3}=\lambda^{2/3}$. At large $s$, $g\approx a_1s^{-1/2}\propto\lambda^{-1/3}$, and $F_x/g$ is bounded, so the exchange energy per electron stays finite, provided $\int n^2|\partial_xn|^{-1/2}d^3r$ converges, a condition on the density that does not involve the four parameters.

The constraints on exchange alone therefore hold throughout

$$c_{1x},c_{2x}>0,\qquad 0\le d_x\le\frac1{h_0-1},\qquad 0<k_1\le h_0-1.$$

### Constraints on exchange and correlation together

SCAN correlation does not contain these four parameters, so its own constraints are untouched. The Lieb–Oxford bound, however, is a lower bound on $E_x+E_c$, and a more negative $E_x$ could violate it. It is inherited if the new $F_x$ is nowhere larger than the published one: since $\epsilon_x^{\rm LDA}<0$, the new $E_x$ then lies at or above the published value for every density.

The direction of each change can be read off:

- For $h_1\le h_0$, $F_x$ increases with $f$. Raising $c_{1x}$ lowers $f$ at $\alpha<1$. Raising $d_x$ or lowering $c_{2x}$ makes $f$ more negative at $\alpha>1$. All three lower $F_x$ or leave it unchanged.
- For $k_1$, differentiate $k_1x/(k_1+x)$. At fixed $x$ the derivative is $x^2/(k_1+x)^2$. In addition $x$ depends on $k_1$ through $b_4$. For $b_4\ge0$, $\partial x/\partial b_4=s^4(1-v)e^{-v}$, while $db_4/dk_1=-\mu^2/k_1^2$ and $\partial h_1/\partial x=k_1^2/(k_1+x)^2$. Together,

$$\frac{\partial h_1}{\partial k_1}=\frac{x^2-\mu^2s^4(1-v)e^{-v}}{(k_1+x)^2}\ge0,$$

because $x\ge\mu s^2$ and $(1-v)e^{-v}\le1$ when $v\ge0$. At $k_1=0.065$, $b_4=0.122$, and $b_4$ grows as $k_1$ falls, so the condition $b_4\ge0$ holds all the way down. Lowering $k_1$ never raises $F_x$.

Every choice with $c_{1x}\ge0.667$, $0<c_{2x}\le0.8$, $1.24\le d_x\le1/(h_0-1)$ and $0<k_1\le0.065$ thus obeys the Lieb–Oxford bound wherever published SCAN does. This is a four-dimensional set of functionals. Elsewhere in the larger range the joint bound needs a separate check, which I have not made. SCAN also imposes a weak dependence of $E_x+E_c$ on spin polarization at low density. That property rests on a cancellation between exchange and correlation and is not inherited by lowering $F_x$: it is unchanged at $\alpha=0$, but at $\alpha>1$ it changes as $d_x$ approaches its upper limit (at $r_s=200$, $s=0.3$, $\alpha=3$ the relative difference in exchange-correlation enhancement between the fully polarized and the unpolarized case goes from $+2.5\%$ to $-8\%$ at $d_x=5.7$, comparable to the 9% the published functional has at $\alpha=0$), so the set above is not shown to meet it equally well throughout.

### What the norms add

Take a round alternative from the smaller set: $c_{1x}=1.0$, $c_{2x}=0.5$, $d_x=2.0$, $k_1=0.05$. At $s=1$, $\alpha=0$ both versions give $1.174\,(1-e^{-4.9479})=1.1657$. At $s=1$, $\alpha=3$ the published one gives 0.937 and the alternative 0.823.

The exchange energies below, in Ry, use restricted Hartree–Fock orbitals in the cc-pVQZ basis. "Exact" means the Hartree–Fock exchange energy of the same orbitals. The grid has 100 radial points, and the last digits of the SCAN columns are not converged: a much finer radial grid raises the argon values by 0.003 Ry (published) and 0.011 Ry (alternative) and the neon alternative by 0.002 Ry, and a near-complete basis raises the neon entries by up to a further 0.003 Ry.

| Atom | Exact | Published | Alternative |
|---|---:|---:|---:|
| He | −2.052 | −2.061 | −2.061 |
| Ne | −24.220 | −24.330 | −23.832 |
| Ar | −60.370 | −60.532 | −59.089 |

Helium has one orbital, so the two versions agree, and no adjustment of these four parameters could remove the error of 0.5% relative to exact exchange. Neon and argon do distinguish them: the alternative lies higher by about 0.50 Ry (6.8 eV) and 1.45 Ry (about 20 eV). For neon the published error is $-0.110$ Ry, or 0.5% of exact exchange, and the alternative's is $+0.39$ Ry, or 1.6%. For argon the errors are 0.3% and 2.1%. The two versions are equal as regards the constraints examined above, but not in accuracy for these atoms.

One norm is not enough, because it supplies one equation for four unknowns. Keep $c_{2x}$ and $d_x$ at their published values and lower $k_1$ to 0.05, a reduction of 23%. Raising $k_1$ by 10% changes the neon energy by $-0.0190$ Ry, so to first order this reduction costs about $+2.3\times0.0190=+0.044$ Ry (the full shift is $+0.051$ Ry). Raising $c_{1x}$ by 10% changes it by $+0.0455$ Ry, so lowering $c_{1x}$ by roughly 10% should compensate. Solving numerically gives $c_{1x}=0.599$, which restores the published functional's neon energy. Argon then still differs, by about $-0.02$ Ry, so a second norm separates two functionals that the first cannot. This compensated pair lies in the larger range, where I have shown the exchange constraints but not the joint bound.

These atoms illustrate the principle; they do not repeat the original fit, which also involved correlation. Their exchange energies alone would not select the published values: raising only $c_{1x}$ to 0.75, which stays in the smaller set, reduces the error to about $-0.055$ Ry for neon and to nearly zero for argon. The numerical check tests the expansion, the bounds and the direction of each parameter's effect, and compares the neon and argon exchange energies of the published functional with those of an independent implementation on the same densities.

So the constraints fix limits and exclude some parameter values, while the behaviour between and beyond those limits, at $0<\alpha<1$, at $\alpha>1$, and (through $k_1$) at $\alpha=1$ once $s$ is no longer small, is a choice of interpolation and extrapolation. The published numbers record that choice, made with the help of norms.

## Computed values

```
Published c1x, c2x, dx, k1 (dimensionless): 0.667 0.8 1.24 0.065
Alternative c1x, c2x, dx, k1 (dimensionless): 1.0 0.5 2.0 0.05
h0 = 1.174, a1 = 4.9479, b3 = 0.5 (dimensionless)
mu = 0.123457, b1 = 0.156632, b2 = 0.120830 (dimensionless)
Upper limit of dx = 5.7471 (dimensionless)
Sufficient upper limit of k1 = 0.174 (dimensionless)
b4, published = 0.121832 (dimensionless)
Second-order coefficient at s^2=t, 1-alpha=2t, published = 0.04598 (dimensionless)
F_x(s=1, alpha=0.0), published = 1.16567 (dimensionless)
F_x(s=1, alpha=0.5), published = 1.10564 (dimensionless)
F_x(s=1, alpha=1.0), published = 1.04121 (dimensionless)
F_x(s=1, alpha=3.0), published = 0.93666 (dimensionless)
b4, alternative = 0.192177 (dimensionless)
Second-order coefficient at s^2=t, 1-alpha=2t, alternative = 0.04598 (dimensionless)
F_x(s=1, alpha=0.0), alternative = 1.16567 (dimensionless)
F_x(s=1, alpha=0.5), alternative = 1.08176 (dimensionless)
F_x(s=1, alpha=1.0), alternative = 1.03214 (dimensionless)
F_x(s=1, alpha=3.0), alternative = 0.82309 (dimensionless)
Largest F_x in 200 range samples = 1.17400 (dimensionless)
F_x for dx=6, s=0, alpha=1000 = -0.04316 (dimensionless)
Largest F_x for k1=0.5, alpha=1 = 1.35153 (dimensionless)
He exact exchange = -2.05163 Ry
He published SCAN exchange = -2.06121 Ry
He alternative exchange = -2.06121 Ry
He alternative minus published = 0.00000 Ry
Ne exact exchange = -24.22000 Ry
Ne published SCAN exchange = -24.32993 Ry
Ne alternative exchange = -23.83177 Ry
Ne alternative minus published = 0.49816 Ry
Ar exact exchange = -60.37036 Ry
Ar published SCAN exchange = -60.53220 Ry
Ar alternative exchange = -59.08874 Ry
Ar alternative minus published = 1.44346 Ry
Ne alternative minus published, converted = 6.778 eV
Ar alternative minus published, converted = 19.639 eV
Exchange change for c1x +10%: Ne 0.04551 Ry, Ar 0.13079 Ry
Exchange change for c2x +10%: Ne -0.01502 Ry, Ar -0.04818 Ry
Exchange change for dx +10%: Ne 0.01825 Ry, Ar 0.04922 Ry
Exchange change for k1 +10%: Ne -0.01896 Ry, Ar -0.04464 Ry
Compensating c1x at k1=0.05 = 0.59937 (dimensionless)
Ne energy residual after compensation = 0.0e+00 Ry
Ar energy shift after compensation = -0.02109 Ry
```
